Born scattering of electrons by hydrogen from the Mott-Bethe relation

**Question**

I am working on elastic scattering of an electron by a hydrogen atom in its ground state, in the first Born approximation. The exercise says to use the Mott-Bethe relation, which expresses the amplitude through the form factor F(q) of the atomic electron, and then to find the amplitude in closed form, its forward value, and the total elastic cross section as a function of the momentum k.

I am stuck in three places. First, I do not see why the Coulomb interaction with both the proton and the electron reduces to one simple expression containing F. Second, that expression has q² in the denominator, so I expected the forward amplitude to diverge as it does for a bare proton, and the total cross section with it. Third, I would like to know at what energies I may believe the answer. I use Hartree atomic units.

**Answer**

The divergence is absent because the atom is neutral: the numerator also vanishes as q², and the quotient has a finite limit set by the size of the atom. It is best to begin with the potential, because the signs are fixed there.

**1. The potential felt by the projectile**

Let r be the position of the projectile and x that of the atomic electron, both measured from a proton held fixed. The interaction is

W = −1/r + 1/|r − x|.

I treat the two electrons as distinguishable, which means that exchange is neglected. To first order in W, the projectile goes from the plane wave e^{ik·r} to e^{ik′·r} while the atom begins and ends in the 1s state. With q = k − k′, the amplitude is

f = −(1/2π) ∫ e^{iq·r} V(r) d³r,

where V is W averaged over the 1s density ρ(x) = e^{−2x}/π:

V(r) = −1/r + ∫ ρ(x)/|r − x| d³x.

The prefactor is −m/(2πħ²) with m = ħ = 1, and dσ/dΩ = |f|². With this sign, an attractive potential gives a positive forward amplitude.

The average follows from the electrostatics of spherical shells. A shell of radius s < r acts at r as if its charge sat at the centre, and contributes 1/r per unit charge. A shell with s > r contributes 1/s. Since the whole cloud has unit charge, the inner shells cancel their share of −1/r, and only the outer ones leave a remainder:

V(r) = −∫_r^∞ 4s² e^{−2s} (1/r − 1/s) ds.

Integration by parts gives the two integrals needed,

∫_r^∞ 4s² e^{−2s} ds = (2r² + 2r + 1) e^{−2r},
∫_r^∞ 4s e^{−2s} ds = (2r + 1) e^{−2r}.

Therefore

V(r) = −e^{−2r} [(2r² + 2r + 1)/r − (2r + 1)]
= −e^{−2r} (2r² + 2r + 1 − 2r² − r)/r
= −(1 + 1/r) e^{−2r}.

Near the proton this is −1/r, the unscreened attraction. Far away it falls exponentially, because the electron cloud then hides the proton.

**2. The Mott-Bethe relation**

One could insert this V in the integral for f directly. Poisson's equation is quicker and shows where F comes from. Because ∇²(1/r) = −4πδ(r), the two terms of V give

∇²V = 4π[δ(r) − ρ(r)].

Multiply by e^{iq·r} and integrate over all space. On the left, move the Laplacian onto the exponential by Green's theorem. The surface terms at infinity vanish because V decays exponentially, and the singularity at the origin is accounted for by the delta function. Since ∇²e^{iq·r} = −q²e^{iq·r}, the left side becomes −q²Ṽ(q), where Ṽ(q) = ∫ e^{iq·r} V d³r. On the right, the delta function gives 1 and the density gives the form factor

F(q) = ∫ ρ(r) e^{iq·r} d³r.

Hence

−q² Ṽ = 4π(1 − F), so Ṽ = −4π(1 − F)/q²,

and f = −Ṽ/(2π) yields

f(q) = 2[1 − F(q)]/q².

This is the Mott-Bethe relation for hydrogen. The 1 is the proton and the F is the electron cloud, with opposite signs because their charges are opposite. The factor 1/q² belongs to the Coulomb interaction that both share.

**3. The form factor**

The density is spherical, so the angular integral of e^{iq·r} is 4π sin(qr)/(qr), and

F(q) = (4/q) ∫₀^∞ r e^{−2r} sin(qr) dr.

Write the sine as the imaginary part of e^{iqr} and use ∫₀^∞ r e^{−ar} dr = 1/a² with a = 2 − iq:

∫₀^∞ r e^{−2r} sin(qr) dr = Im [1/(2 − iq)²]
= Im [(2 + iq)²]/(4 + q²)²
= 4q/(q² + 4)².

Multiplication by 4/q gives

F(q) = 16/(q² + 4)².

At q = 0 this is 1, the number of electrons, as it must be.

**4. The amplitude and its forward value**

Now form the difference and factorise it:

1 − F = [(q² + 4)² − 16]/(q² + 4)²
= (q⁴ + 8q²)/(q² + 4)²
= q²(q² + 8)/(q² + 4)².

The q² in front cancels the one in the denominator of the Mott-Bethe relation:

f(q) = 2(q² + 8)/(q² + 4)².

The forward value is the limit q → 0:

f(0) = 2·8/16 = 1, that is, one Bohr radius a₀.

To see what this number measures, expand sin(qr)/(qr) = 1 − q²r²/6 + q⁴r⁴/120 − … under the integral for F. The leading 1 cancels against the proton, and

f(q) = ⟨r²⟩/3 − q²⟨r⁴⟩/60 + ….

For the 1s state,

⟨rⁿ⟩ = 4 ∫₀^∞ r^{n+2} e^{−2r} dr = 4(n + 2)!/2^{n+3},

so ⟨r²⟩ = 3 and ⟨r⁴⟩ = 45/2. The result is f = 1 − 3q²/8 + …. In Born approximation, then, the forward amplitude of this neutral atom is one third of its mean square radius, in atomic units. A more extended cloud screens the proton less closely and scatters more strongly in the forward direction.

In the opposite limit, q ≫ 2, the form factor is negligible and f → 2/q², the amplitude of a bare proton. The ratio of the two amplitudes is 1 − F at every q.

For a positron, V changes sign, so f changes sign and the Born cross section stays the same. To see what neutrality does, change the target instead. For a one-electron ion of nuclear charge Z > 1, the same derivation with a screened Coulomb field, the screening being removed at the end, replaces 1 − F by Z − F. As q → 0 this tends to Z − 1, the amplitude behaves as 2(Z − 1)/q², and the total cross section diverges. Your expectation is therefore right for an ion and fails for the neutral atom.

**5. The total cross section**

In elastic scattering |k′| = |k| = k, so

q² = 2k²(1 − cos θ), or q = 2k sin(θ/2).

Differentiation gives 2q dq = 2k² sin θ dθ, hence sin θ dθ = q dq/k². As θ runs from 0 to π, q runs from 0 to 2k. Therefore

σ = 2π ∫₀^π f² sin θ dθ = (2π/k²) J, with J = ∫₀^{2k} f² q dq.

Insert the amplitude and substitute u = q² + 4. Then q dq = du/2 and q² + 8 = u + 4. The limits are 4 and 4 + 4k² = 4s, with s = 1 + k²:

J = ∫₀^{2k} 4(q² + 8)²/(q² + 4)⁴ q dq
= 2 ∫₄^{4s} (u + 4)²/u⁴ du
= 2 ∫₄^{4s} (1/u² + 8/u³ + 16/u⁴) du
= 2 [−1/u − 4/u² − 16/(3u³)] taken from 4 to 4s.

The lower limit contributes 1/4 + 1/4 + 1/12 = 7/12 inside the bracket, so

J = 2 [7/12 − 1/(4s) − 1/(4s²) − 1/(12s³)]
= (7s³ − 3s² − 3s − 1)/(6s³).

The integral must vanish at k = 0, where its range shrinks to nothing. So s − 1 must be a factor of the numerator, and division gives

7s³ − 3s² − 3s − 1 = (s − 1)(7s² + 4s + 1).

Here s − 1 = k², and

7s² + 4s + 1 = 7(1 + 2k² + k⁴) + 4(1 + k²) + 1
= 7k⁴ + 18k² + 12.

The factor k² cancels the 1/k² in front of J:

σ(k) = (2π/k²) · k²(7k⁴ + 18k² + 12)/[6(1 + k²)³]
= π(7k⁴ + 18k² + 12)/[3(1 + k²)³].

This is in units of a₀².

**6. Two limits of the formula**

For small k, expand the numerator as 12(1 + 3k²/2) and the denominator as 3(1 + 3k²). The result is

σ ≈ 4π(1 − 3k²/2).

The leading term is isotropic scattering with amplitude 1. The correction agrees with section 4: f² ≈ 1 − 3q²/4, and the average of q² over all directions is 2k².

For large k,

k²σ = (π/3)(7 + 18/k² + …)(1 − 3/k² + …) = 7π/3 − π/k² + ….

The cross section falls as 1/k², inversely with the energy, because J approaches a constant. For q ≫ 2 its integrand is 4/q³, so the part of J beyond some large Q is only about 2/Q². At high energy, therefore, most of the scattering has q of the order of the inverse atomic size, however large k becomes. The corresponding angles are small, θ ≈ q/k.

**7. Numbers for k = 4**

The energy is k²/2 = 8 hartree, or 217.7 eV. At θ = 60° the momentum transfer is q = 2·4·(1/2) = 4, and

F = 16/20² = 0.04,
f = 2·(1 − 0.04)/16 = 0.12 a₀,
dσ/dΩ = 0.12² = 0.0144 a₀² per steradian.

The same arithmetic at other angles gives the following, where the last column is the ratio to the bare-proton amplitude:

θ | q | F | f (a₀) | f/(2/q²)
---|---|---|---|---
10° | 0.697 | 0.795 | 0.843 | 0.205
30° | 2.071 | 0.233 | 0.358 | 0.767
60° | 4.000 | 0.040 | 0.120 | 0.960
90° | 5.657 | 0.012 | 0.062 | 0.988
180° | 8.000 | 0.003 | 0.031 | 0.997

At 10° the cloud removes about four fifths of the proton's amplitude. At 90° it removes about one per cent: such a large momentum transfer probes distances at which the proton is hardly screened. Even so, the larger amplitude is at the small angle, since the factor 1/q² outweighs the screening.

The total cross section is

σ = π(7·256 + 18·16 + 12)/(3·17³) = 2092π/14739 = 0.446 a₀²,

or 0.125 Å². The product k²σ = 7.134 lies 0.196 below its limit 7π/3 = 7.330, and the correction π/k² = π/16 found above accounts for this difference to the digits given.

**8. When may the result be believed?**

The first Born approximation uses the plane wave inside the atom. One can ask how large the first correction to that wave is at the proton. Relative to the incident wave it is

ψ₁(0) = −(1/2π) ∫ (e^{ikr}/r) V(r) e^{ik·r} d³r
= (2/k) ∫₀^∞ (1 + 1/r) e^{−2r} e^{ikr} sin(kr) dr.

As k → 0, sin(kr)/k → r, and the integral becomes

ψ₁(0) → 2 ∫₀^∞ (r + 1) e^{−2r} dr = 2(1/4 + 1/2) = 3/2.

The supposed small correction exceeds the wave it corrects. The limit σ → 4π is therefore a property of the formula and not a prediction for slow electrons. For general k, write e^{ikr} sin(kr) = (e^{2ikr} − 1)/(2i). The integrals are then elementary:

ψ₁(0) = 1/[2(1 − ik)] − ln(1 − ik)/(ik).

At large k its magnitude falls as (ln k)/k, so the approximation improves with energy, though slowly at this one point. This is a local measure and does not give the error of σ.

That error can be found, within the static potential, by solving the scattering problem without expanding in V. For each angular momentum l, I integrated the radial equation

u″ = [l(l + 1)/r² + 2V(r) − k²] u

outward numerically with an adaptive Runge-Kutta method. Matching to free waves at r = 15 a₀ gave the phase shift δ_l, and the cross section is the sum of (4π/k²)(2l + 1) sin²δ_l, taken up to l = 10 + 4k (l = 10 for k = 0.1). The results, in a₀², are:

k | energy (eV) | Born | static, all orders | ratio
---|---|---|---|---
0.1 | 0.136 | 12.4 | 549 | 44.4
1 | 13.6 | 4.84 | 8.27 | 1.71
4 | 217.7 | 0.446 | 0.461 | 1.033
8 | 870.8 | 0.1138 | 0.1147 | 1.008

At k = 0.1 the Born value is too small by a factor of 44. At k = 1 the static result is still 71% above it. At k = 4 the excess is 3.3% of the Born value, and at k = 8 it is 0.8%. The last two figures are compatible with an excess falling as 1/k², but two points do not establish such a law.

The all-order column is not the true cross section either. It keeps the atom frozen in its 1s density, so it omits the polarization of the atom by the projectile and the loss of flux to excitation and ionization. It also omits exchange. The table therefore measures one error of the Born formula, the neglect of higher orders in V, and says nothing about the size of the others.

This answers your third question as far as the static potential allows. Do not trust the formula at 13.6 eV or below. At 218 eV and above, the neglect of higher orders in V costs only a few per cent of σ or less. This holds for the integrated σ, which is dominated by small angles. The large-angle values are less accurate: at k = 4 the all-order static dσ/dΩ exceeds the Born value by about 1% at 10°, 9% at 60° and 14% at 180°. The true elastic cross section is not reproduced equally well. Exchange alone, with the atom still frozen in its 1s state and the spins averaged, raises σ to about 0.50 a₀² at k = 4, some 13% above the Born value, and to 3% above it at k = 8. Polarization and inelastic loss need a separate calculation or a comparison with experiment.

One more limitation is visible in the amplitude itself. The f found here is real, whereas conservation of probability requires, for scattering by a static potential,

Im f(0) = kσ/(4π).

There is no contradiction. The right side is of second order in V, so the imaginary part first appears in the second Born term. For k = 4 its leading size is 4·0.446/(4π) = 0.14 a₀, beside a real part of 1 a₀. It would add about 0.14² = 0.02 to the forward value |f(0)|² = 1. The higher orders also change the real part, which this estimate does not supply. The all-order static amplitude at k = 4 is f(0) = 0.995 + 0.147i, so the net rise of |f(0)|² is only about 0.01.
